\section*{Purge time in pulsed growth from precursor overlap in a well-mixed reactor}

\section*{The problem}

Two precursors, A and B, are supplied alternately to a reactor for atomic layer epitaxy. Each pulse is long enough to saturate the surface, so a cycle adds a self-limited thickness $g$. Between pulses only carrier gas enters. If some A is still in the reactor when B arrives, or the reverse, the two react and deposit additional material that is not self-limited. This parasitic thickness per cycle, $h$, is to stay below a chosen fraction $f$ of $g$. How long must the purges be?

The reactor has volume $V$ and uniform temperature $T_{\rm g}$. Gas passes through it at a constant volume rate $Q$, measured at reactor pressure and temperature. The precursors are dilute, so their pulses do not change $Q$. Well mixed means that each number density, $n_A(t)$ or $n_B(t)$, is uniform inside the reactor and equals the density in the outlet. During its pulse, of length $t_A$ or $t_B$, a precursor enters with density $c_A$ or $c_B$; otherwise its inlet density is zero. The purge after A lasts $t_1$ and the purge after B lasts $t_2$.

The parasitic reaction is bimolecular, with rate $k n_A n_B$ per unit volume. A fraction $\eta$ of its product deposits evenly on the internal area $S$, and each deposited unit adds a film volume $\Omega$. In parts (a) to (f) the loss of precursor by reaction and by uptake on surfaces is neglected in the gas balance; part (g) restores it.

\section*{(a) One pulse}

Find the density of A during and after a single pulse into an initially empty reactor.

\textit{Solution.} The number of A molecules in the reactor is $Vn_A$. They enter at the rate $Qc_{\rm in}$ and leave at the rate $Qn_A$, because the outlet gas has the composition of the interior. Dividing the balance by $V$ gives
\begin{equation}
\frac{dn_A}{dt}=\frac{c_{\rm in}(t)-n_A}{\tau},\qquad \tau=\frac{V}{Q}.
\label{balance}
\end{equation}
The residence time $\tau$ is the only time constant of this balance. During the pulse $c_{\rm in}=c_A$, and the difference $c_A-n_A$ decays exponentially from its initial value $c_A$. Hence
\begin{equation}
n_A(t)=c_A\left(1-e^{-t/\tau}\right),\qquad 0\le t\le t_A .
\end{equation}
With the abbreviations
\begin{equation}
a=e^{-t_A/\tau},\qquad b=e^{-t_B/\tau},
\end{equation}
the density at the end of the pulse is $c_A(1-a)$. Afterwards $c_{\rm in}=0$, and at a time $t'$ after the end of the pulse
\begin{equation}
n_A=c_A(1-a)\,e^{-t'/\tau}.
\label{decay}
\end{equation}
This is the exponential purge decay. By itself it does not fix a waiting time, since it does not say how much residual A is tolerable. That depends on what the residue does when it meets B.

\section*{(b) Overlap of one A pulse with one B pulse}

A single B pulse begins a time $t_1$ after the end of a single A pulse. Calculate $J(t_1)=\int n_A n_B\,dt$ over all times.

\textit{Solution.} Let $s$ be the time since the start of the B pulse. By Eq.~\eqref{decay},
\begin{equation}
n_A=c_A(1-a)e^{-t_1/\tau}e^{-s/\tau}.
\end{equation}
While B is supplied, $n_B=c_B(1-e^{-s/\tau})$. This interval contributes $c_Ac_B(1-a)e^{-t_1/\tau}$ times
\begin{align}
\int_0^{t_B}e^{-s/\tau}\left(1-e^{-s/\tau}\right)ds
&=\tau(1-b)-\frac{\tau}{2}(1-b^2)\nonumber\\
&=\tau(1-b)\left[1-\frac{1+b}{2}\right]
=\frac{\tau}{2}(1-b)^2 .
\end{align}
After the B pulse, both densities decay. With $u=s-t_B$, the factor $e^{-s/\tau}$ in $n_A$ becomes $b\,e^{-u/\tau}$, while $n_B=c_B(1-b)e^{-u/\tau}$. The tail therefore contributes the same prefactor times
\begin{equation}
b(1-b)\int_0^\infty e^{-2u/\tau}du=\frac{\tau}{2}\,b(1-b).
\end{equation}
The two parts add to $\frac{\tau}{2}(1-b)(1-b+b)=\frac{\tau}{2}(1-b)$, so
\begin{equation}
J(t_1)=\frac{\tau}{2}\,c_Ac_B(1-a)(1-b)\,e^{-t_1/\tau}.
\label{pair}
\end{equation}

Although the reaction is bimolecular, the purge enters through one factor $e^{-t_1/\tau}$, not its square. Only the old precursor has been diluted; the new one arrives fresh. The overlap also stops growing when the B pulse is much longer than $\tau$, because the residual A has then been flushed out. For pulses much shorter than $\tau$, $1-a\simeq t_A/\tau$ and $1-b\simeq t_B/\tau$, and the overlap is proportional to the product of the doses $c_At_A$ and $c_Bt_B$.

\section*{(c) The repeating cycle}

The sequence A, purge $t_1$, B, purge $t_2$ is repeated until every cycle is the same. Find the overlap per cycle, $I$. For a fixed total purge time, how should it be divided?

\textit{Solution.} The cycle time is $T=t_A+t_1+t_B+t_2$. Equation~\eqref{balance} is linear, so each density is the sum of the responses to all its pulses. Integrating the product over one cycle and summing over all B pulses is equivalent to following one B pulse over all times in the periodic density of A: shifting each B response back by a whole number of cycles leaves $n_A$ unchanged and joins the integration intervals into the whole time axis.

The chosen B pulse overlaps with every A pulse. Those before it are separated from it by gaps $t_1+mT$, and those after it by gaps $t_2+mT$, with $m=0,1,2,\ldots$ Equation~\eqref{pair} is symmetric under exchange of A and B, so it applies to both orders. Summing the geometric series gives
\begin{align}
I&=\sum_{m=0}^{\infty}\left[J(t_1+mT)+J(t_2+mT)\right]\nonumber\\
&=\frac{\tau}{2}c_Ac_B(1-a)(1-b)
\frac{e^{-t_1/\tau}+e^{-t_2/\tau}}{1-e^{-T/\tau}} .
\label{cycle}
\end{align}
The denominator is the memory of earlier cycles. Numerical integration of the balances confirms this formula for short cycles, unequal purges and zero purge.

Now write $t_1=t_p-\delta$ and $t_2=t_p+\delta$. The cycle time does not change, and the numerator becomes
\begin{equation}
e^{-(t_p-\delta)/\tau}+e^{-(t_p+\delta)/\tau}
=2e^{-t_p/\tau}\cosh(\delta/\tau).
\end{equation}
Since $\cosh(\delta/\tau)\ge1$, equal purges give the least overlap. A shift of one residence time raises it by the factor $\cosh 1=1.54$, which the integration also gives. This conclusion relies on A and B having the same decay time and on the neglect of consumption. If the reaction depletes the two residues unequally, the best division shifts; for the numbers of part (f) the shift is about $0.1\tau$ and the gain is below 1\%.

\section*{(d) The waiting time}

Take $t_1=t_2=t_p$. Find the shortest purge for which $h\le fg$.

\textit{Solution.} In one cycle the reactor forms $VkI$ product units. Of these, $\eta VkI$ deposit, with total volume $\Omega\eta VkI$. Dividing by the area gives
\begin{equation}
h=\eta\Omega\frac{V}{S}\,kI .
\label{thickness}
\end{equation}
Let $X=e^{-t_p/\tau}$. Since $T=t_A+t_B+2t_p$, we have $e^{-T/\tau}=abX^2$. The numerator in Eq.~\eqref{cycle} is $2X$, and its factor 2 cancels the $\frac12$. Thus
\begin{equation}
h=H\frac{X}{1-abX^2},\qquad
H=\eta\Omega\frac{V}{S}k\tau c_Ac_B(1-a)(1-b).
\label{scale}
\end{equation}
Define $r=fg/H$, the tolerated thickness in units of $H$. The requirement is
\begin{equation}
\frac{X}{1-abX^2}\le r .
\label{condition}
\end{equation}
The derivative of the left side with respect to $X$ is $(1+abX^2)/(1-abX^2)^2$, which is positive. A longer purge, with smaller $X$, therefore lowers $h$, and the shortest permitted purge is found from equality, unless no purge is needed. At zero purge $X=1$, so none is needed if $r\ge1/(1-ab)$.

Otherwise, multiplying out the equality gives $abr\,X^2+X-r=0$. Its positive root is
\begin{equation}
X=\frac{-1+\sqrt{1+4abr^2}}{2abr}
=\frac{2r}{1+\sqrt{1+4abr^2}},
\end{equation}
where the second form follows on multiplying numerator and denominator by $1+\sqrt{1+4abr^2}$. Since $t_p=-\tau\ln X$,
\begin{equation}
t_p=\tau\ln\frac{1+\sqrt{1+4abr^2}}{2r},
\qquad r<\frac{1}{1-ab}.
\label{purge}
\end{equation}
The waiting time thus depends on the kinetics, the pulse lengths and the growth per cycle, as well as on the decay time.

The same formula covers a parasitic reaction on the surface if its rate per unit area is $k_{\rm s}n_An_B$: the product $\eta(V/S)k$ is then replaced by $k_{\rm s}$. It does not cover a rate law with other powers of the densities.

\section*{(e) Strict and loose targets}

Simplify the result for $r\ll1$, find the leading correction, and examine a case in which the simplification is poor.

\textit{Solution.} For small $r$, $\sqrt{1+4abr^2}\simeq1+2abr^2$. The numerator in Eq.~\eqref{purge} becomes $2(1+abr^2)$, and
\begin{equation}
t_p\simeq\tau\ln\frac1r+\tau abr^2
\simeq\tau\ln\frac{H}{fg}.
\label{simple}
\end{equation}
The simple logarithm neglects the memory of earlier cycles and is slightly too short. It shows the cost of a stricter target: reducing $f$ tenfold adds $\tau\ln10\simeq2.3\tau$ to each purge, and twice that to the cycle. It also shows how uncertainty enters. If $k$ is known only to within a factor of two, the purge given by this formula is uncertain by $\tau\ln2\simeq0.7\tau$. This holds while consumption is neglected. When $kc\tau$ is of order one, as in part (f), consumption weakens the dependence (there the shortest purge moves by about $0.5\tau$), and the dependence fades further as $kc\tau$ grows.

For a loose target take $t_A=t_B=0.5\tau$ and $r=0.5$. Then $ab=e^{-1}=0.3679$, and
\begin{equation}
\frac{t_p}{\tau}=\ln\left(1+\sqrt{1+4(0.3679)(0.5)^2}\right)
=\ln 2.1696=0.7745 .
\end{equation}
A root search on the numerically integrated overlap gives the same value. The simple logarithm gives $\ln2=0.6931$, about 11\% less than the full result. Inserting $X=0.5$ in Eq.~\eqref{condition} gives $0.5/(1-0.092)=0.551$, so the parasitic growth would exceed its target by about 10\%.

\section*{(f) A numerical case}

A reactor with $V=5$ L and $S=0.5\ {\rm m^2}$ runs at $p=100$ Pa and $T_{\rm g}=500$ K with 500 sccm of carrier gas, where the standard state is 273.15 K and 1 atm. The inlet partial pressures of A and B are 1 and 2 Pa, and each pulse lasts 0.5 s. Let $k=10^{-20}\ {\rm m^3/s}$, $\eta=0.5$, $\Omega=0.04\ {\rm nm^3}$, $g=100$ pm and $f=0.1\%$. These are round model parameters. Complete mixing is also assumed; it does not follow from these numbers, since diffusion alone may be too slow to keep the densities uniform. The self-limited film is assumed to grow only on a substrate of area $0.05\ {\rm m^2}$, not on the other internal surfaces; the parasitic product deposits on all of $S$. Find the purge and cycle times.

\textit{Solution.} The carrier flow is $\dot N=2.239\times10^{20}$ molecules per second. The ideal-gas law converts it to reactor conditions:
\begin{equation}
Q=\frac{\dot Nk_{\rm B}T_{\rm g}}{p}=15.46\ {\rm L/s},\qquad
\tau=\frac{5\ {\rm L}}{15.46\ {\rm L/s}}=0.3235\ {\rm s}.
\end{equation}
The inlet densities, $p_i/(k_{\rm B}T_{\rm g})$, are $c_A=1.449\times10^{20}\ {\rm m^{-3}}$ and $c_B=2.897\times10^{20}\ {\rm m^{-3}}$. Each pulse lasts $0.5/0.3235=1.546$ residence times, so $a=b=0.2132$. An A pulse delivers $Qc_At_A=1.1\times10^{18}$ molecules. With one A molecule per film unit of volume $\Omega$, the self-limited growth on the substrate needs $10^{-10}\times0.05/(4\times10^{-29})=1.25\times10^{17}$ of them, about 11\% of the supply. Enough molecules are therefore supplied; that they also react fast enough to saturate the surface within the pulse is assumed. The thickness in Eq.~\eqref{scale} without its two filling factors is
\begin{equation}
\eta\Omega\frac{V}{S}k\tau c_Ac_B=27.15\ {\rm pm},
\end{equation}
and hence $H=27.15\,(1-0.2132)^2=16.81$ pm. Without a purge the parasitic growth would be $H/(1-ab)=17.6$ pm, or about 18\% of $g$. The target is $fg=0.1$ pm, so
\begin{equation}
r=\frac{0.1}{16.81}=5.95\times10^{-3},\qquad
t_p=0.3235\ln\frac{1}{5.95\times10^{-3}}=1.66\ {\rm s}.
\end{equation}
The simple logarithm suffices here: the memory correction $\tau abr^2$ is about half a microsecond. The cycle takes $2(0.50+1.66)=4.32$ s, of which the purges occupy 77\%. A further decade of suppression would add 0.745 s to each purge. A separate step-by-step count of reacting molecules in SI units reproduces the 0.1\% ratio within its 1\% relative tolerance.

At fixed $\dot N$ and temperature, $\tau=Vp/(\dot Nk_{\rm B}T_{\rm g})$. A lower total pressure therefore shortens the residence time, provided that the gas remains well mixed.

\section*{(g) Consumption and wall uptake}

The reaction removes both precursors, and surfaces may take them up irreversibly. Show that the purge time of part (d) remains sufficient for a process started from an empty reactor. How large are the effects in the numerical case?

\textit{Solution.} Let $L(t)\ge0$ be the total loss rate of A per unit volume. It vanishes when no A is present, so the density cannot become negative. The true density obeys $dn/dt=(c_{\rm in}-n)/\tau-L$. Let $n^0$ be the loss-free density with the same inlet and the same empty start. The difference $d=n^0-n$ satisfies
\begin{equation}
\frac{dd}{dt}=-\frac d\tau+L,\qquad d(0)=0,
\end{equation}
with the solution
\begin{equation}
d(t)=\int_0^t e^{-(t-s)/\tau}L(s)\,ds\ge0 .
\end{equation}
Thus $n\le n^0$, and the same holds for B. In turn, $n^0$ after an empty start is no larger than the repeating loss-free density, which includes further positive contributions from earlier pulses. The product $n_An_B$, and with it $h$, is therefore bounded by the result of part (c) in every cycle. The purge time is sufficient, but it need not be the shortest.

The size of the consumption is set by the reaction rate of a molecule multiplied by its residence time. Here $kc_B\tau=0.94$ for A and $kc_A\tau=0.47$ for B, so consumption is not a small correction. Integration of the full balances lowers the no-purge parasitic growth from 17.6 to 10.7 pm. With the 1.66 s purges, the parasitic ratio becomes 0.076\% instead of 0.1\%.

The time that could be saved is modest. After a long purge the residual precursor is too scarce to deplete the fresh one appreciably. Its own balance is then linear, and the overlap remains proportional to $X$ to leading order. Each purge could be shortened by about $\tau\ln(0.1/0.0755)\simeq0.09$ s.

Wall uptake at a rate $w/\tau$ per molecule can have a stronger effect, because it also speeds up the purge. Its balance is
\begin{equation}
\frac{dn}{dt}=\frac{c_{\rm in}-(1+w)n}{\tau},
\end{equation}
so the decay time becomes $\tau/(1+w)$. For $w=0.3$ the residue after $5.12\tau$ is smaller by a further factor $e^{-0.3\times5.12}=0.215$, and the densities reached during the pulses are also lower. Together with consumption, this reduces the computed ratio to about 0.01\%. The uptake must be irreversible: molecules that later desorb act as a source, and the inequality above no longer applies.

\section*{(h) A dead volume}

A side volume $\phi V$, such as a poorly flushed branch, exchanges gas with the reactor. Its density $m$ relaxes towards $n$ with time constant $\theta\tau$. What happens to the purge rule for $\phi=0.1$ and $\theta=5$?

\textit{Solution.} Without precursor losses, the balances during a purge are
\begin{equation}
\tau\frac{dn}{dt}=-n+\frac{\phi}{\theta}(m-n),\qquad
\tau\frac{dm}{dt}=\frac{n-m}{\theta}.
\end{equation}
The factor $\phi$ in the first equation expresses conservation of molecules in the exchange. Inserting $n,m\propto e^{-\lambda t/\tau}$ gives
\begin{equation}
\left(1+\frac{\phi}{\theta}-\lambda\right)\left(\frac1\theta-\lambda\right)
=\frac{\phi}{\theta^2}.
\end{equation}
With the stated numbers this is $\lambda^2-1.22\lambda+0.2=0$, whose roots are $\lambda=1.025$ and $\lambda=0.195$. The purge has acquired a slow component with decay time $\tau/0.195\simeq5.1\tau$.

Only the reaction in the main volume is counted here; product formed inside the side volume is assumed to stay there. With the purges of part (f) and no consumption in either volume, numerical integration then gives a parasitic ratio of 0.27\%, 2.7 times the target. Consumption in both volumes, with the rate constant of part (f), lowers this to about 0.18\%, still above the target. Adding $\tau\ln10$ to each purge reduces it by a factor of 2.2, not 10. Over that extra time the slow component of a residue falls by $e^{0.195\times2.303}=1.6$, and the fast one by $e^{1.025\times2.303}=10.6$. The computed factor lies between these values, as expected for a mixture.

This gives a practical criterion. Pulse each precursor alone, so that the other cannot consume it, with the pulse length and cycle time of the planned process. Continue until its density repeats from cycle to cycle, because a side volume that exchanges slowly compared with the cycle time fills over many cycles, and a single pulse may not reveal it. Then stop the pulses and plot the residual density on a logarithmic scale against time. Follow the decay to well below the residue expected at the end of the planned purge, because a slow component may be hidden at first. How far below depends on the pulse length. A nearly constant tail of A meets the whole B response, for which $\int n_B\,dt=c_Bt_B$; by comparison with Eq.~\eqref{pair}, a tail equal to a fraction $\epsilon$ of the expected residue raises the overlap by roughly the fraction $2\epsilon t_B/[\tau(1-b)]$. For $\epsilon=0.1$ this is about 0.4 with the pulses of part (f) and about 1 for pulses of $5\tau$. If both lines are straight over this range and their slope corresponds to the decay time $\tau=V/Q$, the exponential decay assumed in the rule is confirmed. If they are straight but equally steeper because of first-order irreversible wall uptake, the rule with the measured decay time in place of $\tau$ gives a sufficient purge, but not the shortest, because the uptake also lowers the densities reached during the pulses. If a line is less steep than $\tau=V/Q$ implies, either from the start or after a bend, the waiting time calculated with this $\tau$ may be too short. The cause has to be found, and a slow source, such as a dead volume or desorption, has to be included or removed. The inputs and the main results of the numerical integrations in parts (e) to (h) are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
reactor volume: 5.0 L; internal area: 0.50 m^2
pressure: 100 Pa; temperature: 500 K
carrier flow: 500 sccm (273.15 K, 1 atm)
partial pressures A, B: 1.0, 2.0 Pa
each pulse: 0.50 s
rate constant k: 1.0e-20 m^3/s
deposited fraction eta: 0.50
volume per deposited unit: 0.040 nm^3
self-limited growth per cycle g: 100.0 pm
allowed parasitic ratio f: 0.10 %
WORKED EXAMPLE
carrier molecules per second: 2.2390e+20 1/s
volume flow at reactor conditions: 15.456 L/s
residence time tau: 0.3235 s
inlet densities A, B: 1.4486e+20, 2.8972e+20 1/m^3
pulse length/tau: 1.5456; a = b: 0.2132
thickness before filling factors: 27.153 pm
thickness scale H: 16.810 pm
r = f g/H: 5.94879e-03
parasitic growth, no purge, no consumption: 17.610 pm
same with consumption: 10.709 pm
purge time/tau, formula: 5.12457
purge time/tau, root search: 5.12457
purge time: 1.6578 s = 1657.8 ms
formula minus simple logarithm: 0.520 us
residual factor exp(-t_p/tau): 5.94878e-03
cycle time: 4.3155 s
parasitic ratio from molecule count: 0.0999 %
extra purge per decade: 0.7449 s
suppression by that extra purge: 10.0000 times
SHORT-PURGE CASE (times in tau)
each pulse: 0.50; r: 0.50; ab: 0.3679
purge, formula: 0.77453; root search: 0.77453
purge, simple logarithm: 0.69315
LIMITS OF THE MODEL
shift between purges: 1.0 tau; overlap x 1.5431
k cB tau: 0.9372; k cA tau: 0.4686 (dimensionless)
parasitic ratio with consumption: 0.0755 %
wall uptake rate: 0.30 /tau
ratio with consumption and uptake: 0.0096 %
dead volume: 10 % of V; exchange: 5 tau
parasitic ratio with dead volume: 0.2696 %
its suppression by tau ln 10 more: 2.222 times
\end{verbatim}
